# Why frozen zero-point displacements give a metal false resistance at zero temperature: verification in Python

```python
# Result under test: frozen lattice displacements with quantum variance give a
# metal the momentum-loss rate 2 pi Int F_tr (2n+1), finite at T = 0, whereas
# inelastic Boltzmann scattering gives 2 pi Int F_tr 2 y n(n+1), which vanishes.
# Symbols: w phonon energy, kT thermal energy, y = w/kT, n Bose number,
# f Fermi function, F Eliashberg function, F_tr its (1-cos) weighted form,
# lam coupling constant, g electron-oscillator coupling, v group velocity.
# Energies in eV, lengths in angstrom, hbar = 1 in rates.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import expit, zeta

kB = const.k / const.e
hbar_eVs = const.hbar / const.e

# ---------- rough parameters in the regime of aluminium ----------
w_D, lam, w_plasma, mass_u = 0.036, 0.4, 12.0, 27.0
w_grid = np.linspace(w_D * 1e-7, w_D, 8001)
F_all = lam * (w_grid / w_D)**2
F_tr = 2 * lam * (w_grid / w_D)**4


def bose(w, kT):
    return 1 / np.expm1(w / kT)


def fermi(e, kT):
    return expit(-e / kT)


def rate_boltzmann(T):
    n = bose(w_grid, kB * T)
    weight = 2 * w_grid / (kB * T) * n * (n + 1)
    return 2 * np.pi * simpson(F_tr * weight, x=w_grid)


def rate_frozen(T):
    return 2 * np.pi * simpson(F_tr * (2 * bose(w_grid, kB * T) + 1), x=w_grid)


def rate_classical(T):
    return 2 * np.pi * simpson(F_tr * 2 * kB * T / w_grid, x=w_grid)


def resistivity(rate):
    """Drude resistivity in micro-ohm cm from a rate in eV."""
    return rate * hbar_eVs / (const.epsilon_0 * w_plasma**2) * 1e8


print("INPUT (rough, aluminium regime)")
print(f"phonon cutoff {w_D:.3f} eV, coupling {lam:.1f}, "
      f"plasma energy {w_plasma:.1f} eV, mass {mass_u:.0f} u")

# ---------- linearised occupation factors, by symbolic differentiation ------
f1, f2, n_s = sp.symbols("f1 f2 n")
loss_quantum = (n_s + 1) * f1 * (1 - f2) - n_s * f2 * (1 - f1)
loss_absorb = n_s * f1 * (1 - f2) - (n_s + 1) * f2 * (1 - f1)
half = sp.Rational(1, 2)
loss_classical = (n_s + half) * (f1 * (1 - f2) - f2 * (1 - f1))
assert sp.expand(sp.diff(loss_quantum, f1) - (n_s + 1 - f2)) == 0
assert sp.expand(sp.diff(loss_absorb, f1) - (n_s + f2)) == 0
assert sp.expand(sp.diff(loss_classical, f1) - (n_s + half)) == 0

# ---------- thermal phase space from its definition ----------
print("BOLTZMANN / FROZEN WEIGHT, from phase-space quadrature")
for y in (0.5, 1.0, 5.0, 10.0):
    n = bose(y, 1.0)   # energies in units of kT
    up = quad(lambda e: fermi(e, 1) * (1 - fermi(e + y, 1)),
              -45 - y, 45, epsabs=1e-13, limit=300)[0]
    down = quad(lambda e: fermi(e, 1) * (1 - fermi(e - y, 1)),
                -45, 45 + y, epsabs=1e-13, limit=300)[0]
    assert abs(up / (y * (n + 1)) - 1) < 1e-7
    assert abs(n * up / ((n + 1) * down) - 1) < 1e-6
    ratio = (n * up + (n + 1) * down) / (2 * n + 1)
    assert abs(ratio / (y / np.sinh(y)) - 1) < 1e-6
    print(f"w/kT = {y:4.1f}: ratio {ratio:.5f}")

ys = sp.symbols("y", positive=True)
n_y = 1 / (sp.exp(ys) - 1)
for weight, sign in ((2 * n_y + 1, 1), (2 * ys * n_y * (n_y + 1), -1)):
    small = sp.lambdify(ys, weight * ys / 2, "mpmath")
    slope = (small(sp.Float("0.01", 40)._to_mpmath(130)) - 1) / 0.01**2
    assert abs(float(slope) - sign / 12) < 1e-4

# ---------- frozen disorder: transfer matrices against golden rule ----------
hop, E_in, g_chain, sites, samples = 1.0, -1.2, 0.1, 150, 20000
k = np.arccos(-E_in / (2 * hop))
v_in = 2 * hop * np.sin(k)
rng = np.random.default_rng(7)
right = np.full(samples, np.exp(1j * k))
here = np.ones(samples, complex)
for _ in range(sites):
    shift = g_chain * rng.standard_normal(samples)
    left = (shift - E_in) * here / hop - right
    right, here = here, left
# amplitude of the incoming wave from two neighbouring clean sites
incoming = (right - here * np.exp(-1j * k)) / (2j * np.sin(k))
minus_log_T = 2 * np.log(np.abs(incoming))
chain_mean = minus_log_T.mean()
chain_err = minus_log_T.std() / np.sqrt(samples)
chain_rule = sites * g_chain**2 / v_in**2
# 4 standard errors plus 2 percent for terms beyond second order in g
assert abs(chain_mean - chain_rule) < 4 * chain_err + 0.02 * chain_rule
print("FROZEN CHAIN with zero-point variance")
print(f"hopping {hop:.1f} eV, energy {E_in:.1f} eV, g {g_chain:.2f} eV, "
      f"{sites} sites, {samples} samples")
print(f"mean -ln(transmission) {chain_mean:.4f} +- {chain_err:.4f}; "
      f"golden rule {chain_rule:.4f}")


# ---------- one quantum oscillator in its ground state, full solution -------
def reflection(g, w, levels=10):
    energy = E_in - w * np.arange(levels)
    is_open = np.abs(energy) < 2 * hop
    root = np.sqrt(np.abs(4 * hop**2 - energy**2))
    inverse_g0 = np.where(is_open, 1j * root, -root)
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    green = np.linalg.inv(np.diag(inverse_g0) - g * (ladder + ladder.T))[:, 0]
    speed = np.where(is_open, root, 0.0)
    inelastic = speed[0] * speed[1:] * np.abs(green[1:])**2
    t0 = 1j * speed[0] * green[0]
    back = abs(t0 - 1)**2 + inelastic.sum()
    assert abs(back + abs(t0)**2 + inelastic.sum() - 1) < 1e-10
    return back


g_one, w_open, w_closed = 0.05, 0.04, 1.5
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
strength = (g_one * nodes)**2
back_frozen = np.sum(weights * strength / (v_in**2 + strength))
back_open, back_closed = reflection(g_one, w_open), reflection(g_one, w_closed)
power_open = np.log2(back_open / reflection(g_one / 2, w_open))
power_closed = np.log2(back_closed / reflection(g_one / 2, w_closed))
shift_closed = g_one**2 / np.sqrt((E_in - w_closed)**2 - 4 * hop**2)
assert abs(back_open / back_frozen - 1) < 0.04
assert abs(power_open - 2) < 0.03 and abs(power_closed - 4) < 0.03
assert abs(back_closed / (shift_closed / v_in)**2 - 1) < 0.03
print("ONE OSCILLATOR, ground state: reflection probability")
print(f"g {g_one:.2f} eV; frozen average {back_frozen:.3e}")
print(f"emission open   (w = {w_open:.2f} eV): {back_open:.3e}, "
      f"power of g {power_open:.3f}")
print(f"emission closed (w = {w_closed:.2f} eV): {back_closed:.3e}, "
      f"power of g {power_closed:.3f}")

# ---------- decay of a hot electron near zero temperature ----------
kT_cold = kB * 1.0
frozen_decay = 2 * np.pi * lam * w_D / 3
print("DECAY RATE at 1 K against excess energy")
for excess in (0.0, 0.5, 1.5):
    e = excess * w_D
    factor = (2 * bose(w_grid, kT_cold) + 1 + fermi(e + w_grid, kT_cold)
              - fermi(e - w_grid, kT_cold))
    decay = 2 * np.pi * simpson(F_all * factor, x=w_grid)
    assert abs(decay - frozen_decay * min(excess, 1)**3) < 2e-3 * frozen_decay
    print(f"excess {e:.3f} eV: rate {decay:.3e} eV")
print(f"frozen displacements, any energy: {frozen_decay:.3e} eV")


# ---------- full energy-dependent linearised Boltzmann equation ----------
def rate_full(T):
    kT = kB * T
    steps = max(40, int(np.ceil(10 * w_D / kT)))
    h = w_D / steps
    m = int(np.ceil(15 * kT / h))
    e = h * np.arange(-m, m + 1)
    rows = np.arange(e.size)
    matrix = np.zeros((e.size, e.size))
    for j in range(1, steps + 1):
        w = j * h
        n = bose(w, kT)
        total = lam * (w / w_D)**2
        kept = total - 2 * lam * (w / w_D)**4
        dw = 2 * np.pi * h * (0.5 if j == steps else 1.0)
        for sign, occ in ((-1, n + 1 - fermi(e - w, kT)),
                          (1, n + fermi(e + w, kT))):
            target = np.clip(rows + sign * j, 0, e.size - 1)
            matrix[rows, rows] += dw * total * occ
            matrix[rows, target] -= dw * kept * occ
    tau = np.linalg.solve(matrix, np.ones(e.size))
    window = fermi(e, kT) * (1 - fermi(e, kT)) / kT
    return 1 / (h * np.sum(window * tau))


zero_rate = 2 * np.pi * simpson(F_tr, x=w_grid)
assert abs(zero_rate / (4 * np.pi * lam * w_D / 5) - 1) < 1e-6
assert abs(rate_frozen(1.0) / zero_rate - 1) < 1e-4
zero_rho = resistivity(zero_rate)
print("SPURIOUS ZERO-POINT RESISTANCE at T = 0")
print(f"rate {zero_rate:.4f} eV, resistivity {zero_rho:.3f} micro-ohm cm")
print("RESISTIVITY (micro-ohm cm)")
print("T (K)  Boltz.trial  Boltz.full  frozen quantum  frozen classical")
for T in (20, 50, 100, 300, 600):
    trial, full = rate_boltzmann(T), rate_full(T)
    quantum, classical = rate_frozen(T), rate_classical(T)
    # grid error of the full solution is below 0.3 percent
    assert 0.5 * trial < full < 1.003 * trial
    assert trial < classical < quantum
    print(f"{T:4d}   {resistivity(trial):.4e}  {resistivity(full):.4e}  "
          f"{resistivity(quantum):.4f}  {resistivity(classical):.4f}")
T_low = 8.0
law = 960 * np.pi * zeta(5) * lam * (kB * T_low)**5 / w_D**4
assert abs(rate_boltzmann(T_low) / law - 1) < 1e-3
T_equal = brentq(lambda T: rate_boltzmann(T) - zero_rate, 20, 600)
print(f"trial Boltzmann equals zero-point value at {T_equal:.1f} K")

# ---------- size of what the model neglects ----------
density = (w_plasma / hbar_eVs)**2 * const.epsilon_0 * const.m_e / const.e**2
k_F = (3 * np.pi**2 * density)**(1 / 3) * 1e-10
E_F = const.hbar**2 * (k_F * 1e10)**2 / (2 * const.m_e * const.e)
path = 2 * E_F / k_F / zero_rate
mass = mass_u * const.atomic_mass
u2 = quad(lambda w: 3 * w / w_D**3 / 2, 0, w_D)[0]
u2 *= const.hbar**2 / (mass * const.e) * 1e20
T_ee = brentq(lambda T: rate_boltzmann(T) - (np.pi * kB * T)**2 / E_F, 3, 60)
print("NEGLECTED EFFECTS (free-electron density from plasma energy)")
print(f"Fermi energy {E_F:.2f} eV, k_F {k_F:.3f} 1/angstrom")
print(f"cutoff / Fermi energy {w_D / E_F:.4f}")
print(f"zero-point rms displacement per axis {np.sqrt(u2):.4f} angstrom")
print(f"multiphonon parameter (2 k_F)^2 <u^2> {4 * k_F**2 * u2:.4f}")
print(f"frozen mean free path at T = 0 {path:.0f} angstrom")
print(f"interference parameter 1/(k_F path) {1 / (k_F * path):.5f}")
print(f"electron-electron scale equals phonon rate at {T_ee:.1f} K")
print("all good")
```

Running it gives:

```
INPUT (rough, aluminium regime)
phonon cutoff 0.036 eV, coupling 0.4, plasma energy 12.0 eV, mass 27 u
BOLTZMANN / FROZEN WEIGHT, from phase-space quadrature
w/kT =  0.5: ratio 0.95952
w/kT =  1.0: ratio 0.85092
w/kT =  5.0: ratio 0.06738
w/kT = 10.0: ratio 0.00091
FROZEN CHAIN with zero-point variance
hopping 1.0 eV, energy -1.2 eV, g 0.10 eV, 150 sites, 20000 samples
mean -ln(transmission) 0.5845 +- 0.0036; golden rule 0.5859
ONE OSCILLATOR, ground state: reflection probability
g 0.05 eV; frozen average 9.737e-04
emission open   (w = 0.04 eV): 9.927e-04, power of g 1.997
emission closed (w = 1.50 eV): 7.432e-07, power of g 4.002
DECAY RATE at 1 K against excess energy
excess 0.000 eV: rate 1.044e-08 eV
excess 0.018 eV: rate 3.771e-03 eV
excess 0.054 eV: rate 3.016e-02 eV
frozen displacements, any energy: 3.016e-02 eV
SPURIOUS ZERO-POINT RESISTANCE at T = 0
rate 0.0362 eV, resistivity 1.868 micro-ohm cm
RESISTIVITY (micro-ohm cm)
T (K)  Boltz.trial  Boltz.full  frozen quantum  frozen classical
  20   5.8462e-04  5.4531e-04  1.8685  0.2236
  50   4.8238e-02  3.5560e-02  1.8789  0.5590
 100   4.8463e-01  3.8616e-01  2.0235  1.1181
 300   3.0176e+00  2.9932e+00  3.7071  3.3542
 600   6.5310e+00  6.5311e+00  6.8880  6.7084
trial Boltzmann equals zero-point value at 207.5 K
NEGLECTED EFFECTS (free-electron density from plasma energy)
Fermi energy 8.09 eV, k_F 1.457 1/angstrom
cutoff / Fermi energy 0.0045
zero-point rms displacement per axis 0.0568 angstrom
multiphonon parameter (2 k_F)^2 <u^2> 0.0274
frozen mean free path at T = 0 307 angstrom
interference parameter 1/(k_F path) 0.00224
electron-electron scale equals phonon rate at 13.7 K
all good
```
